# How a built-in field makes an antiferroelectric film remember

## A loop that can be read by eye

Take a film whose polarization \(x\) and field \(h\), in suitable units, are related in equilibrium by

\[
h=e(x)=4x-\tfrac53x^3+\tfrac15x^5,\qquad e'(x)=4-5x^2+x^4=(x^2-1)(x^2-4).
\]

Let the polarization relax in the direction of the unbalanced field \(h-e(x)\). If \(x\) is displaced slightly above an equilibrium where \(e'>0\), then \(h-e(x)\) is negative and pushes it back. Equilibria on rising parts of the curve are therefore stable, and those on falling parts are unstable.

For \(x>0\) the curve rises from zero to \(e(1)=38/15\approx2.53\), falls to \(e(2)=16/15\approx1.07\), and then rises without limit. If the field is increased from zero, the state must jump at 2.53 to the outer branch. If the field is then reduced, the state jumps back at 1.07. Since \(e\) is odd, a mirror-image loop lies at negative field. This is the double hysteresis loop of an antiferroelectric.

At \(h=0\) nothing is remembered. The equation \(e(x)=0\) has the root \(x=0\), and any other root would need \(4-\tfrac53y+\tfrac15y^2=0\) with \(y=x^2\). The discriminant is \(25/9-16/5=-19/45\), so there is none.

Now add a permanent field of 1.8. This value lies between 1.07 and 2.53, so the curve crosses it three times: once rising between 0 and 1, once falling between 1 and 2, and once rising above 2. Two crossings are stable. The material has not changed. Its hysteresis was there from the start, but at the wrong field, and the permanent field moves the resting point into it.

## Where the permanent field comes from

Let the film have thickness \(d\), with electrode 1 on the left and electrode 2 on the right. Their work functions are \(W_1\) and \(W_2\), with any interface dipoles included. Field \(E\) and polarization \(P\) are positive from left to right, and \(V\) is the voltage of electrode 1 relative to electrode 2.

When the electrodes are short-circuited, their Fermi levels align. The potential energy of an electron just outside each metal lies one work function above that common level, so it is higher on the right by \(W_2-W_1\). The electrostatic potential, which is this energy divided by \(-e\), is lower on the right by

\[
V_{\rm bi}=\frac{W_2-W_1}{e}.
\]

This drop produces a field pointing toward the electrode of higher work function. It drives no steady current, because electrons respond to the electrochemical potential, which is flat at \(V=0\). The field can thus persist without a power supply, as long as charge trapped in the film does not build up and compensate it.

The electrodes do not screen perfectly. Their surface charge density is \(\sigma=\varepsilon_0E+P\), with \(P\) the total polarization, and it is spread over a small depth. This adds potential drops \(\sigma l_1/\varepsilon_0\) and \(\sigma l_2/\varepsilon_0\), which define the effective screening lengths. With \(l=l_1+l_2\),

\[
V+V_{\rm bi}=Ed+\frac{(\varepsilon_0E+P)\,l}{\varepsilon_0}=E(d+l)+\frac{Pl}{\varepsilon_0}.
\tag{1}
\]

## The Landau film between real electrodes

The film is assumed to be uniform, with free energy density

\[
f(P)=\frac a2P^2+\frac b4P^4+\frac c6P^6,\qquad a>0,\; b<0,\; c>0 .
\]

The positive \(a\) makes the nonpolar state stable, the negative \(b\) softens the film as it polarizes, and the positive \(c\) stops the growth. This mean-field description captures a field-induced first-order transition. It does not resolve the microscopic order that cancels the polarization in the nonpolar phase.

In equilibrium \(E=f'(P)=aP+bP^3+cP^5\). Solving (1) for the field gives

\[
E=u-\frac{l}{\varepsilon_0(d+l)}P,\qquad u=\frac{V+V_{\rm bi}}{d+l}.
\]

Equating the two expressions and moving the term linear in \(P\) to the other side,

\[
u=F(P)=AP+bP^3+cP^5,\qquad A=a+\frac{l}{\varepsilon_0(d+l)}.
\tag{2}
\]

Imperfect screening therefore stiffens the quadratic term and leaves \(b\) and \(c\) alone. Physically, the incompletely screened charge produces a field opposing \(P\).

Stability at fixed voltage follows from the energy per area, including the work done by the source:

\[
\frac{G}{S}=d\,f(P)+\frac{\varepsilon_0E^2d}{2}+\frac{\sigma^2l}{2\varepsilon_0}-\sigma(V+V_{\rm bi}).
\]

At fixed \(P\), \(\partial\sigma/\partial E=\varepsilon_0\). Setting the derivative with respect to \(E\) to zero gives \(\varepsilon_0[Ed+\sigma l/\varepsilon_0-(V+V_{\rm bi})]=0\), which is (1). With \(E\) at this minimum, only the explicit dependence on \(P\) contributes to the derivative:

\[
\frac1S\frac{dG}{dP}=d f'+\frac{\sigma l}{\varepsilon_0}-(V+V_{\rm bi})=d\,(f'-E)=d\,[F(P)-u].
\]

Integrating and dividing by \(d\), the energy per film volume is, up to a constant,

\[
g(P)=\frac A2P^2+\frac b4P^4+\frac c6P^6-uP .
\tag{3}
\]

A state is a local minimum where \(F=u\) and \(F'>0\), which is the rule used in the opening case.

## When there are two states

The ends of the stable branches satisfy \(F'=A+3bP^2+5cP^4=0\). This is quadratic in \(P^2\), so

\[
P_{f,b}^2=\frac{-3b\mp R}{10c},\qquad R=\sqrt{9b^2-20Ac}.
\tag{4}
\]

The minus sign gives the forward fold \(P_f\), the plus sign the back fold \(P_b\). Two distinct folds need \(b^2>\tfrac{20}{9}Ac\). Both values of \(P^2\) are then positive, since their sum \(-3b/(5c)\) and product \(A/(5c)\) are positive. Below this ratio \(F\) rises throughout, and no bias can create a second state.

Volatility requires the back-switching field to be positive. At a fold, \(A=-3bP^2-5cP^4\), and substitution in (2) gives

\[
F=-2bP^3-4cP^5=-2P^3(b+2cP^2).
\]

At \(P_b\) this is positive if \(2cP_b^2<-b\). Using (4), the condition becomes \((-3b+R)/5<-b\), or \(R<-2b\). Both sides are positive, so squaring is allowed: \(9b^2-20Ac<4b^2\), or \(b^2<4Ac\). The volatile double loop occupies the range

\[
\frac{20}{9}<\frac{b^2}{Ac}<4 .
\tag{5}
\]

Above 4, polar states survive at zero field even between like electrodes, and the device is not volatile to begin with.

Within (5), \(F\) has the sign of \(P\), because \(A+bP^2+cP^4\) has no real zero. A positive \(u\) can therefore be met only at positive \(P\). There \(F\) rises to \(u_F=F(P_f)\), falls to \(u_B=F(P_b)\), and rises again. A level strictly between \(u_B\) and \(u_F\) meets two rising branches; a level outside meets one. At the edges one of the two states has just lost its stability. For negative \(u\) the picture is mirrored. With \(V_{F,B}=(d+l)u_{F,B}\), the condition for exactly two stable states at \(V=0\) is

\[
V_B<\frac{|W_2-W_1|}{e}<V_F .
\tag{6}
\]

This is what "suitable" means. A weaker built-in field leaves the nonpolar-like state alone; a stronger one leaves the polar state alone.

Because \(V\) enters only through \(V+V_{\rm bi}\), the whole loop slides along the voltage axis by \(-V_{\rm bi}\). For \(V_{\rm bi}>0\), the polar state is written slowly at \(V_F-V_{\rm bi}>0\) and erased at \(V_B-V_{\rm bi}<0\). The stored states have small and large polarization of the same sign. They are not the opposite polarizations of an ordinary ferroelectric memory.

## A four-nanometre film

The parameters are round values in the rough regime of thin antiferroelectric zirconia: \(d=4.0\) nm, \(a=2.90\times10^9\), \(b=-1.50\times10^{11}\) and \(c=2.00\times10^{12}\) in SI units. The work functions are 4.5 and 5.2 eV, so \(V_{\rm bi}=0.70\) V. The screening lengths are \(l_1=0.005\) nm and \(l_2=0.015\) nm.

Screening adds \(0.020/(8.854\times10^{-12}\times4.020)=5.62\times10^8\) to \(a\), giving \(A=3.462\times10^9\) V m/C. The ratio \(b^2/(Ac)\) is 3.25, inside (5). For the film alone \(b^2/(ac)\) is 3.88, also inside but close to the upper limit.

In (4), \(R=\sqrt{2.025\times10^{23}-1.385\times10^{23}}=2.53\times10^{11}\). Hence

\[
P_f=\sqrt{\frac{(4.50-2.53)\times10^{11}}{2\times10^{13}}}=0.099\ {\rm C/m^2},
\]

or 9.9 µC/cm². The plus sign gives \(P_b=18.75\) µC/cm². The fields are \(u_F=2.16\) and \(u_B=1.24\) MV/cm. Since 1 MV/cm is 0.1 V/nm, multiplication by 4.02 nm gives \(V_F=0.869\) V and \(V_B=0.498\) V. The built-in 0.70 V lies between them.

At \(V=0\) the solutions of (2) are 5.86, 14.42 and 21.54 µC/cm²; the middle one is unstable. For the first, the three terms of \(F\) are \(2.029\times10^8\), \(-0.302\times10^8\) and \(0.014\times10^8\) V/m. Their sum is 1.741 MV/cm, the built-in value of \(u\).

A slow voltage sweep in 1 mV steps tested this. It used the potential drops in (1) directly and let \(P\) follow the unbalanced field. With like electrodes the jumps came at 0.870 and 0.497 V, and \(P\) returned to zero after pulses of either sign. With the dissimilar electrodes, pulses of \(+0.5\) and \(-0.5\) V left the polar and nonpolar-like states respectively. The slow thresholds are \(0.869-0.700=0.169\) V for writing and \(0.498-0.700=-0.202\) V for erasing. A slow pulse beyond \(-1.57\) V would switch the film to negative polarization. That state loses stability at \(-0.498-0.700=-1.198\) V as the pulse is removed, so the film still ends in the nonpolar-like state; the extra switching serves no purpose.

## How firmly the states are held

Two minima make a memory only if the barrier between them is high enough. Let \(P_w\) be a well and \(P_s\) the unstable state. Both are stationary points of (3), so when \(u\) changes, their displacement does not affect the energy to first order. Only the explicit term \(-uP\) counts:

\[
\frac{d}{du}\,[g(P_s)-g(P_w)]=-(P_s-P_w).
\tag{7}
\]

For the nonpolar-like well \(P_s>P_w\), and the barrier falls as the bias grows. For the polar well \(P_s<P_w\), and it rises. With the other parameters fixed, the smaller barrier is therefore greatest where the two are equal, which means equally deep wells.

In the example the barriers are 14.70 meV/nm³ out of the nonpolar-like state and 14.33 meV/nm³ out of the polar state. By (7) their difference closes at the rate \(21.54-5.86=15.68\) µC/cm². The remaining 0.37 meV/nm³ is \(5.9\times10^4\) J/m³, which needs \(\Delta u=5.9\times10^4/0.1568=3.8\times10^5\) V/m, or 1.5 mV across the device. The computed optimum is 0.702 eV, with both barriers at 14.50 meV/nm³.

The opposite limit is a bias near the edge of the window. Put \(\delta=u_F-u\), \(p=P-P_f\) and \(\kappa=-F''(P_f)\). Near its maximum \(F\approx u_F-\kappa p^2/2\), so the well and the saddle lie at \(p=\mp s\), with \(s=\sqrt{2\delta/\kappa}\). Since \(g'=F-u\), the barrier is

\[
\int_{-s}^{s}\left(\delta-\frac{\kappa p^2}{2}\right)dp=2\delta s-\frac{\kappa s^3}{3}=\frac43\,\delta s=\frac43\sqrt{\frac2\kappa}\;\delta^{3/2},
\]

where \(\kappa s^2=2\delta\) was used. The barrier vanishes with zero slope, so a device just inside the window has two states but poor retention. In the example \(\kappa=-6bP_f-20cP_f^3=5.0\times10^{10}\) and \(\delta=0.42\) MV/cm. The formula then gives 14.3 meV/nm³, about 2.5% below the full 14.70 meV/nm³, although the bias is near the middle of the window.

Heating is assumed to stiffen the film linearly, with a slope written in Curie–Weiss form: a temperature rise \(\delta T\) adds \(\delta T/(\varepsilon_0C)\) to \(a\), and hence to \(A\), while \(b\) and \(c\) stay fixed. With a rough Curie constant \(C=10^5\) K, going from 300 to 358 K adds \(\delta A=58/(\varepsilon_0C)=6.6\times10^7\) V m/C. The window moves to 0.547–0.895 V and still contains 0.70 V. By the same stationarity argument, the polar barrier changes to first order by \(\tfrac12\delta A(P_s^2-P_w^2)\), which is \(-5.2\) meV/nm³. That predicts 9.1; the full calculation gives 9.43 meV/nm³. The polar state is the weaker one when hot. The slope is an assumption, not a material constant derived here: a full Curie–Weiss law with these values of \(a\) and \(C\) would put the Curie temperature far below absolute zero. The result is sensitive to it. If \(a\) were instead proportional to absolute temperature, \(V_B\) would reach 0.91 V at 358 K and the polar state would be lost.

If a region of area \(S\) switches as one unit with attempt time \(\tau_0=10^{-12}\) s, a mean lifetime \(t\) needs a barrier \(k_BT\ln(t/\tau_0)\). For ten years at 358 K this is 1.46 eV. The area is \(1.46/(0.00943\times4.0)=39\) nm², a square of side 6.2 nm. A larger region need not switch as a unit: a small domain can nucleate and spread. This size is therefore an optimistic estimate, not a guarantee of retention.

## Reading the state by tunnelling

Let \(\chi\) be the electron affinity of the film. The drops inside the electrodes shift the ends of the tunnel barrier, which at \(V=0\) lie above the common Fermi level by

\[
\phi_1=W_1-\chi+\frac{e\sigma l_1}{\varepsilon_0},\qquad
\phi_2=W_2-\chi-\frac{e\sigma l_2}{\varepsilon_0}.
\]

For positive \(\sigma\) the potential falls on the way from the interior of electrode 1 to the film, which raises the electron energy there. It falls again inside electrode 2, so the film edge on that side lies at higher potential than the metal's interior, and the electron energy is lower. The mean barrier contains \(e\sigma(l_1-l_2)/(2\varepsilon_0)\). It depends on the stored state if the screening lengths differ.

With \(\chi=2.5\) eV the edges are 2.034 and 2.599 eV in the nonpolar-like state, and 2.122 and 2.334 eV in the polar state. The mean drops from 2.316 to 2.228 eV. For a tunnelling mass of 0.3 electron masses, the semiclassical calculation at a read voltage of 0.05 V gives \(1.7\times10^{-7}\) and \(3.2\times10^{-7}\) A/cm², a ratio of 1.8. This takes free-electron electrodes at zero temperature and lets the transmission depend only on the energy of motion normal to the film. At 300 K both currents are about 6% larger and their ratio is the same. If the mass of 0.3 also applied to motion along the film, with parallel momentum conserved, both currents would be about 3.3 times smaller and their ratio would be the same. The absolute currents are only order-of-magnitude values: matching the wave function at electrodes with a Fermi energy of 5 eV makes both about 3.5 to 3.7 times larger, and image-force lowering of the barrier, neglected here, raises them further, while the ratio stays between 1.8 and 1.9. If the same total screening length is shared equally, the ratio is 0.98. Dissimilar work functions provide the two states, whereas dissimilar screening provides the read contrast here.

The read voltage is below the write threshold, so in this model it does not by itself switch the state. While it is applied, however, it lowers the barrier out of the nonpolar-like state from 14.7 to 8.6 meV/nm³ at 300 K. The current is very small, however: one square micrometre carries about \(3\times10^{-15}\) A in the polar state. Fast reading would need a more transparent barrier or a larger area.

## What a real device changes

Thin zirconia films can show double loops with switching fields of order 1 MV/cm and polarizations of order 10 µC/cm², so the example is in a realistic range. Its screening lengths and work functions are rough choices, and the result is sensitive to both. With everything else fixed, 0.70 V gives two states for total screening lengths between 0.0045 and 0.0296 nm. Perfect screening would lower \(V_F\) below 0.70 V and leave only the polar state; at 0.078 nm the hysteresis itself disappears. An interface dipole that reduces the built-in voltage by more than 0.20 V, or raises it by more than 0.17 V, also removes one state.

Fixed charge acts less uniformly. If the two electrodes screen equally, a charged sheet of density \(n\) in mid-film changes the field in the two halves by opposite amounts \(en/(2\varepsilon_0\varepsilon_r)\). With the nonpolar value \(\varepsilon_r=40\), this linear estimate equals the smaller margin, 0.42 MV/cm, at \(n=1.9\times10^{13}\) cm⁻². That density is not the point at which a state is lost, because the two shifts are opposite and the polarizations of the halves are coupled. If each half is taken as uniform and obeys the same Landau law, one state is lost only near \(5.4\times10^{13}\) cm⁻² when the screening is shared equally. With the unequal screening lengths of the example the limit is about \(4.5\times10^{13}\) cm⁻²: positive charge removes the polar state at \(4.4\times10^{13}\), and negative charge removes the nonpolar-like state at \(4.6\times10^{13}\) cm⁻². Real films also contain grains with different switching fields, and a grain whose own window misses the built-in voltage stores nothing.

A \(+0.5\) V pulse puts 2.66 MV/cm across the film before \(P\) responds, and 1.67 MV/cm afterwards. Both are below a rough breakdown field of 5 MV/cm, though repeated cycling can cause damage at lower fields. Direct tunnelling during a 100 ns write carries about \(4\times10^{-8}\) of the switched charge; current through traps is not included.

Thickness enters in two ways. The work-function difference is a voltage, while switching requires a field, so at fixed switching fields a thicker film would need a larger built-in voltage. But by (2) a thicker film is also stiffened less by screening, which lowers \(u_B\). With the other parameters fixed, a 10 nm film has \(u_B=0.60\) MV/cm and a window of 0.60–1.84 V, which still contains 0.70 V. The polar state is then held less firmly, because the built-in field exceeds \(u_B\) by only 0.10 MV/cm. With the heating slope assumed above, \(V_B\) of this thicker film rises to 0.73 V at 358 K, and the polar state is lost. In this model 0.70 V gives two states for thicknesses of roughly 3 to 15 nm at 300 K, and of roughly 3 to 9 nm at 358 K; a much thinner film keeps only the polar state, and a much thicker one only the nonpolar-like state. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Landau a: 2.90e+09 V m/C
Landau b: -1.50e+11 V m^5/C^3
Landau c: 2.00e+12 V m^9/C^5
Film thickness: 4.0 nm
Screening length, electrode 1: 0.005 nm
Screening length, electrode 2: 0.015 nm
Work function 1: 4.5 eV
Work function 2: 5.2 eV
Electron affinity of film: 2.5 eV
Nonpolar relative permittivity: 39.9
Stiffness A with screening: 3.462e+09 V m/C
b^2/(a c), film alone: 3.879
b^2/(A c), device: 3.250
P at forward fold: 9.92 uC/cm2
P at back fold: 18.75 uC/cm2
Forward-switching u: 2.162 MV/cm
Back-switching u: 1.238 MV/cm
V_F, formula: 0.869 V
V_F, sweep: 0.870 V
V_B, formula: 0.498 V
V_B, sweep: 0.497 V
Built-in voltage: 0.700 V
Built-in u: 1.741 MV/cm
Like electrodes, P after +1.5 V: 0.00 uC/cm2
Stored nonpolar-like P: 5.86 uC/cm2
Unstable P between them: 14.42 uC/cm2
Stored polar P: 21.54 uC/cm2
Write threshold: 0.169 V
Erase threshold: -0.202 V
Unwanted negative switching at: -1.569 V
Barrier out of nonpolar-like: 14.70 meV/nm3
Barrier out of polar: 14.33 meV/nm3
Best work-function difference: 0.702 eV
Equal barriers there: 14.50 meV/nm3
Total screening length, lower limit: 0.0045 nm
Total screening length, upper limit: 0.0296 nm
Screening length that ends hysteresis: 0.0781 nm
Rough Curie constant: 1.0e+05 K
V_B at 358 K: 0.547 V
V_F at 358 K: 0.895 V
Smaller barrier at 358 K: 9.43 meV/nm3
Assumed attempt time: 1e-12 s
Barrier for 10 years at 358 K: 1.46 eV
Coherent square side for that: 6.2 nm
Write and erase pulse size: 0.5 V
Film field before switching: 2.66 MV/cm
Film field after switching: 1.67 MV/cm
Rough breakdown field: 5.0 MV/cm
Mid-film trap charge using up margin: 1.9e+13 1/cm2
Tunnel mass / electron mass: 0.3
Barrier edges, nonpolar-like: 2.034, 2.599 eV
Barrier edges, polar: 2.122, 2.334 eV
Read current at 0.05 V, nonpolar-like: 1.73e-07 A/cm2
Read current at 0.05 V, polar: 3.17e-07 A/cm2
Read ratio polar/nonpolar-like: 1.83
Read ratio, equal screening: 0.98
Zero-bias T ratio, WKB and wave: 1.893, 1.874
Leaked/switched charge, 100 ns write: 3.8e-08
```
